Activation Energy from Peak Temperatures: The Kissinger Relation for First-Order Decomposition

Q: You heat a precursor at a steady rate, note the temperature at which it decomposes fastest, repeat at other heating rates, and claim to know an activation energy. The peak moves whenever I change the heating rate. How can a number that depends on the instrument setting tell me about the molecule?

A: The way it moves carries the information. To see this we need a rate law. Let α be the decomposed fraction and w = 1 − α the fraction that remains. I assume a single irreversible first-order step,

dw/dt = −k(T) w,  k(T) = A exp(−E/(RT)),

with constant frequency factor A and constant activation energy E > 0 per mole; R is the molar gas constant. The temperature rises linearly from a starting value T0,

T = T0 + βt,

with constant β > 0. I measure T in K, β in K/s and A in 1/s. Logarithms of quantities with dimensions are taken of their numerical values in these units.

There are also assumptions about the measurement. The sample has one uniform temperature, equal to the one recorded. The signal is proportional to dα/dt. Nothing leaves by evaporation; in an open pan, a volatile precursor loses mass without decomposing, and that mass loss does not obey this rate law.

Q: Why should there be a peak at all? The rate constant grows with temperature without ever turning back.

A: The rate is a product of a growing factor and a shrinking one,

r = dα/dt = k w.

Take its logarithm, so that the two factors separate, and differentiate:

d ln r/dt = d ln k/dt + d ln w/dt.

For the first term, ln k = ln A − E/(RT). Its derivative with respect to T is +E/(RT²), and the chain rule supplies dT/dt = β. For the second term, the rate law divided by w gives d ln w/dt = −k. Therefore

d ln r/dt = βE/(RT²) − k(T).

The first term is the relative gain in rate due to heating, the second the relative loss due to depletion. The peak is where they balance.

Q: They might balance several times. Which peak would I then use?

A: They balance once. As T increases, βE/(RT²) falls strictly and k(T) rises strictly, so their difference falls strictly. It is positive at sufficiently low T, where the first term grows without bound and k vanishes. It is negative at sufficiently high T, where the first term vanishes and k approaches A. So it passes through zero at one temperature Tp, changing from plus to minus, which makes Tp a maximum:

βE/(R Tp²) = A exp(−E/(R Tp)).

The scan must start below Tp. If it starts above, depletion wins from the first moment and the rate falls throughout.

Q: I see E on both sides, once in front and once in the exponent. How do you extract it?

A: Multiply both sides by R/E,

β/Tp² = (AR/E) exp(−E/(R Tp)),

and take the logarithm:

ln(β/Tp²) = ln(AR/E) − E/(R Tp).

This is the Kissinger relation. The first term on the right is the same for every heating rate. If ln(β/Tp²) is plotted against 1/Tp, the points lie on a straight line of slope −E/R. Once E is known, the intercept c = ln(AR/E) gives

A = (E/R) exp(c).

Q: Could I save time and use one scan?

A: Not if you use only the peak temperature. With one pair (β, Tp), any E > 0 satisfies the peak condition if A is chosen as βE/(R Tp²) · exp(E/(R Tp)). The height of a single curve and the fraction left at its peak would also fix E, but only by relying on the assumed first-order law. From peak temperatures, two scans are the minimum. Write the relation for each and subtract the first from the second; the intercept cancels:

ln(β2/Tp2²) − ln(β1/Tp1²) = (E/R)(1/Tp1 − 1/Tp2).

Solving for E gives

E = R ln[β2 Tp1²/(β1 Tp2²)] / (1/Tp1 − 1/Tp2).

More than two scans also let you see whether the points lie on a line.

Q: Integrating a rate law with a rising temperature leads to an integral of exp(−E/(RT)) over T, which has no elementary form. Where did you hide the approximation?

A: There is none, because the integral never entered. For first order the relative depletion rate −d ln w/dt is k, whatever w may be. The peak condition therefore contains no w, and we need not know how much has already decomposed. Equivalently, the rate law is linear in w: starting with half the material halves the whole rate curve and leaves its maximum in place.

Q: Then let me see numbers, preferably ones where the answer is known in advance.

A: Take a model precursor with E = 150 kJ/mol and A = 10¹⁴ 1/s, round values that represent no particular compound. The rate equation was integrated from 350 K at five heating rates, and the maxima were read from the computed curves without using the peak condition:

β = 0.05 K/s: Tp = 477.659 K, 1000/Tp = 2.09354, ln(β/Tp²) = −15.33353
β = 0.10 K/s: Tp = 486.128 K, 1000/Tp = 2.05707, ln(β/Tp²) = −14.67553
β = 0.20 K/s: Tp = 494.895 K, 1000/Tp = 2.02063, ln(β/Tp²) = −14.01813
β = 0.40 K/s: Tp = 503.975 K, 1000/Tp = 1.98423, ln(β/Tp²) = −13.36134
β = 0.80 K/s: Tp = 513.385 K, 1000/Tp = 1.94786, ln(β/Tp²) = −12.70520

The many digits serve the numerical check; a real thermometer would not justify them. From the slowest and fastest scans,

−12.70520 + 15.33353 = 2.62833,
(2.09354 − 1.94786)/1000 = 1.4568 × 10⁻⁴ 1/K,
E/R = 2.62833/(1.4568 × 10⁻⁴ 1/K) ≈ 18042 K.

Multiplication by R = 8.3145 J/(mol K) gives E = 150.0 kJ/mol. The straight line through all five points has slope −18040.9 K and gives the same energy, equal to 0.0571 hartree per molecule. Its intercept is 22.4358, so

A = 18040.9 × exp(22.4358) 1/s ≈ 1.00 × 10¹⁴ 1/s.

Both input parameters are recovered from the heating rates and peak temperatures alone.

Q: Can you also go the other way and predict the peak from E and A?

A: Yes. Use the reduced energy x = E/(RT), so that 1/T² = R²x²/E². At the peak,

βE/(R Tp²) = βR x²/E = A exp(−x),

and hence

x² exp(x) = AE/(Rβ).

Both sides are positive, so take the positive square root and divide by two:

(x/2) exp(x/2) = ½ √(AE/(Rβ)).

The Lambert function W(z) is the solution of W exp(W) = z. For positive z there is one real solution, the principal branch. Thus

xp = 2 W(½ √(AE/(Rβ))),  Tp = E/(R xp).

At β = 0.20 K/s this gives xp = 36.454 and Tp = 18040.9 K/36.454 = 494.9 K, as found from the curve.

Q: And how far does the peak move when I heat faster?

A: Take the logarithm of the equation for x² exp(x):

2 ln x + x = ln(AE/R) − ln β.

Differentiate with respect to ln β:

(2/x + 1) dx/d ln β = −1,  so dx/d ln β = −x/(x + 2).

Since Tp = E/(Rx), a change dx alters Tp by −(Tp/x) dx. The two minus signs cancel:

dTp/d ln β = Tp/(xp + 2).

At 0.20 K/s this is 494.9 K/38.454 = 12.87 K. Doubling the heating rate shifts the peak by about 12.87 K × ln 2 ≈ 8.9 K, in line with the steps of 8.8 K and 9.1 K on either side of this scan. The shift is small because x is large: a modest warming speeds up the reaction enough to keep pace with a doubled heating rate. The price is that the energy must be extracted from small temperature differences.

Q: Why carry the factor Tp²? It hardly changes over 36 K. I would plot ln β against 1/Tp and be done.

A: Test that idea by finding the slope. With s = 1/Tp, the Kissinger relation becomes

ln β = ln(AR/E) − 2 ln s − (E/R)s,

because ln Tp² = −2 ln s. Differentiation gives

d ln β/ds = −2/s − E/R = −(E/R + 2Tp).

Reading this slope as −Eapp/R yields

Eapp = E + 2R Tp.

The relative excess is 2RTp/E = 2/xp. For our scans, 2R times the mean peak temperature is 8.23 kJ/mol, and the fit without Tp² indeed gives 158.23 kJ/mol. That is 5.5 % too high. The square varies little, but so does 1/Tp, and the slope compares the two variations.

Q: How much of the precursor is already gone at the peak?

A: Here the temperature integral does appear. Divide d ln w/dt = −k by dT/dt = β and integrate from w = 1 at the start:

−ln wp = (1/β) ∫ k dT, from T0 to Tp.

For a cold start, decomposition below T0 is negligible and the lower limit may be replaced by zero. Substitute u = E/(RT), for which dT = −E/(R u²) du. The limits become infinity and xp; reversing them removes the minus sign:

−ln wp = (AE/(Rβ)) ∫ exp(−u)/u² du, from xp to ∞.

The peak condition replaces the prefactor by xp² exp(xp). Call the result h(xp):

h(x) = x² exp(x) ∫ exp(−u)/u² du, from x to ∞,  wp = exp(−h(xp)).

One integration by parts expresses the integral as exp(−x)/x − E1(x), where E1(x) is the integral of exp(−u)/u from x to ∞. Hence

h(x) = x − x² exp(x) E1(x).

Q: That is a formula, but I cannot see its size.

A: Integrate by parts the other way, integrating the exponential each time. Let J(n) be the integral of exp(−u)/uⁿ from x to ∞. Then

J(n) = exp(−x)/xⁿ − n J(n+1).

Applying this twice to h = x² exp(x) J(2) gives

h = 1 − 2/x + 6x² exp(x) J(4).

The last term is positive. It is also smaller than 6/x², since 1/u⁴ is less than 1/x⁴ inside the range of integration. Therefore

1 − 2/x < h < 1 − 2/x + 6/x².

Directly from its definition, h is also less than 1, because 1/u² < 1/x² there. So wp exceeds 1/e, and approaches it for large x. At β = 0.20 K/s, the lower bound is 0.9451 and h = 0.9492, giving wp = exp(−0.9492) = 0.387, compared with 1/e = 0.368. At the moment of fastest decomposition, 61 % of the material has gone.

The height of the peak follows too. The rate per kelvin is k w/β, and at the peak k/β = E/(R Tp²) = xp/Tp, so

(dα/dT)p = xp wp/Tp = 36.454 × 0.387/494.9 K ≈ 0.0285 1/K.

Q: Suppose I drop the sample into a furnace that is already warm. Does the analysis collapse?

A: For a first-order reaction the conversion changes but the peak temperature does not, provided the scan still begins below Tp. Starting at 480 K with intact material and β = 0.20 K/s, the computed peak remains at 494.895 K, while wp rises from 0.3870 to 0.5165. The decomposition that would have occurred on the way to 480 K is missing. Starting at 510 K, above Tp, gives a rate that is largest at the start, so there is no peak to read.

Q: My points lie on a beautiful straight line. Surely that proves the reaction is first order?

A: It does not. Consider second order, dw/dt = −k w², where w remains the fraction and k keeps the unit 1/s. The rate is r = k w², so

d ln r/dt = βE/(RT²) + 2 d ln w/dt = βE/(RT²) − 2kw.

The peak condition now contains the conversion:

βE/(R Tp²) = 2wp A exp(−E/(R Tp)).

To find wp, note that d(1/w)/dt = −(1/w²) dw/dt = k. Integration from a cold start gives 1/wp = 1 + g, where g is the same temperature integral as before,

g = (AE/(Rβ)) J(2) = (AE/(Rβ)) · h exp(−x)/x².

Written in terms of x, the new peak condition reads βR x²/E = 2wp A exp(−x), or

(AE/(Rβ)) exp(−x)/x² = 1/(2wp).

So g = h/(2wp), and

1/wp = 1 + h/(2wp).

Multiply by wp and solve:

wp = 1 − h/2.

The extra factor is therefore 2wp = 2 − h, and the plotted quantity becomes

ln(β/Tp²) = ln(AR/E) − x + ln(2 − h).

For large x, h ≈ 1 − 2/x, so ln(2 − h) ≈ ln(1 + 2/x) ≈ 2/x. This extra term hardly changes from scan to scan. Differentiating with respect to x gives a slope of −(1 + 2/x²) instead of −1. To leading order,

Eapp ≈ E(1 + 2/x²).

Q: Is that really too small to notice?

A: In the example, yes. With the same E and A but second-order kinetics, the line gives 150.18 kJ/mol, an excess of 0.12 % relative to the true value. The leading estimate is 0.15 %. Keeping the next term, h ≈ 1 − 2/x + 6/x², gives ln(2 − h) ≈ 2/x − 8/x² and an excess of 2/x² − 16/x³, which is again 0.12 %. The fitted A is 10 % too high.

The largest deviation of the second-order points from their line is 2.7 × 10⁻⁵ in the logarithm. To translate this into temperature, suppose Tp is misread by δT. Then ln(β/Tp²) changes by −2δT/Tp, while the value on the line, which contains −x, changes by +xδT/Tp. The mismatch has magnitude (x + 2)δT/Tp, or δT/12.87 K here. The deviation thus corresponds to less than 0.0004 K.

The conversion at the peak does distinguish the two cases: w is 0.525 for second order and 0.387 for first order, both from a cold start. In this example the Kissinger line gives nearly the right E for either order. It cannot tell you which order applies, because the peaks lie on a practically straight line in both cases. The order must be established by other evidence.

Q: I need to know how hot I may keep the precursor in its container. Is the peak temperature the limit?

A: No. In our first-order scans from a cold start, about 61 % of the material has already decomposed at the peak, and the peak depends on β. A limit requires a permitted loss δ and a holding time τ. At constant temperature the first-order law gives w = exp(−kτ). The condition w ≥ 1 − δ becomes

kτ ≤ L,  L = −ln(1 − δ).

Insert k and divide by Aτ:

exp(−E/(RT)) ≤ L/(Aτ).

Taking logarithms and reversing the signs gives E/(RT) ≥ ln(Aτ/L). If Aτ > L, the logarithm is positive and

T ≤ Tmax = E/(R ln(Aτ/L)).

If Aτ ≤ L, this rate law sets no upper limit, since even k = A would cause no more than the permitted loss.

For δ = 0.01, L = 0.01005. For one hour, τ = 3600 s and ln(Aτ/L) = 45.03, so

Tmax = 18040.9 K/45.03 ≈ 401 K.

For thirty days, τ = 2592000 s, the logarithm is 51.60 and Tmax ≈ 350 K. Even the one-hour limit lies 77 K below the peak of the slowest scan. If the first-order law with these parameters also holds during storage, this is the upper edge of the stability window. The lower edge, where the precursor becomes volatile enough to be useful, depends on its vapour pressure and cannot be obtained from these peaks.

Q: You measured between 478 K and 513 K and now speak about 350 K. What could go wrong?

A: First, a different reaction may take over. Suppose a second first-order path has parameters A2 and E2 < E. Its importance relative to the first is

k2/k = (A2/A) exp((E − E2)/(RT)),

which grows on cooling. A path invisible in the scans can then dominate in storage, and the true limit is lower than the calculated one. An isothermal measurement near the intended temperature is needed to exclude this.

Second, the rate law may not be first order, and the straight line will not warn us. The storage limit depends on the first percent of conversion, where rate laws differ most. Second order changes little: the thirty-day limit from its fitted line is 349.4 K. A diffusion-limited law, [1 − (1 − α)^(1/3)]² = kt, is different. With the same E and A it still gives a practically straight line and E = 150.35 kJ/mol. The first-order formula then predicts 335 K for thirty days, while the true limit is 309 K, and the loss at 335 K is about 9 %. Nucleation or autocatalytic laws err in the cautious direction instead.

Third, errors in the peak temperatures are carried along. During fast heating the sample can lag behind the thermometer, so the recorded peak is too high. Let only the fastest peak be read 1 K too high. In the two-scan formula, a larger Tp2 reduces the logarithm in the numerator and increases the difference of inverse temperatures in the denominator. Both changes lower E. The five-point fit gives 146.7 kJ/mol, which is 2.2 % below the true value, and A falls to 4.3 × 10¹³ 1/s.

Q: A factor of more than two in A! Then the storage limit must be worthless.

A: The two errors largely compensate, because the fitted line still passes close to the measured points. The thirty-day limit moves from 349.6 K to 347.6 K, a change of 2 K. One should therefore carry E and A together from the same fit, and never combine the energy from one fit with the frequency factor from another. With the wrong E = 146.7 kJ/mol but the original A, the limit would be

Tmax = (146710/8.3145) K/51.60 ≈ 342 K,

an error of nearly 8 K instead of 2 K. In this example the lag makes the limit too cautious; an error of opposite sign in the same reading would raise E and push the limit the other way. The 2 K belongs to a 1 K misreading. A real lag grows with β in every scan and can reach several kelvin at 0.8 K/s. A lag of 5 s × β, which is 4 K in the fastest scan, gives E ≈ 136 kJ/mol and a thirty-day limit of about 341 K. The numerical output below lists the peaks, the fits and these limits.

Computed values

```
input E = 150.0 kJ/mol, A = 1.00e+14 1/s
gas constant R = 8.314463 J/(mol K)
scan from 350 K to 570 K
beta (K/s) | Tp (K) | 1000/Tp (1/K) | ln(beta/Tp^2)
0.05 | 477.659 | 2.09354 | -15.33353
0.10 | 486.128 | 2.05707 | -14.67553
0.20 | 494.895 | 2.02063 | -14.01813
0.40 | 503.975 | 1.98423 | -13.36134
0.80 | 513.385 | 1.94786 | -12.70520
largest |Tp - Lambert formula| = 2.5e-06 K
fitted slope = -18040.9 K
fitted intercept = 22.4358
largest residual of line = 6.3e-09
fitted E = 150.000 kJ/mol
fitted E = 0.05713 hartree per molecule
fitted A = 1.0000e+14 1/s
E from slowest and fastest scan = 150.000 kJ/mol
E if Tp^2 is omitted = 158.23 kJ/mol
2 R (mean Tp) = 8.23 kJ/mol
At beta = 0.20 K/s:
  x at peak = 36.454
  h at peak = 0.9492
  1 - 2/x = 0.9451
  w at peak = 0.3870 (1/e = 0.3679)
  peak height d(alpha)/dT = 0.02851 1/K
  dTp/dln(beta), numerical = 12.874 K
  dTp/dln(beta), formula = 12.870 K
  start at 480 K: Tp = 494.895 K, w = 0.5165
  start at 510 K: rate is largest at the start
Second order, same E and A:
  Tp at 0.20 K/s = 494.259 K
  w at peak = 0.5254
  apparent E = 150.184 kJ/mol
  apparent A = 1.100e+14 1/s
  relative excess of E = 0.123 %
  estimate 2/x^2 = 0.151 %
  largest residual of line = 2.7e-05
Stability limit for 1 % loss:
  1 hour (3600 s): Tmax = 400.68 K
  30 days (2592000 s): Tmax = 349.60 K
Fastest peak read 1 K too high:
  fitted E = 146.71 kJ/mol
  fitted A = 4.33e+13 1/s
  Tmax for 30 days = 347.56 K
```
